\section*{The dangling level of an alternating chain cut at a strong bond}

\section{From one broken bond to an exact level}

\subsection{The situation}

A charge-trap memory cell stores electrons in a thin film of silicon nitride. The electrons stay because they occupy localized states whose energies lie inside the band gap. One candidate for such a state is the orbital left on a silicon atom when a neighbouring nitrogen atom is missing. (A missing nitrogen atom in fact leaves three such orbitals facing one another, and they couple; only a single isolated one is treated here.) The orbital has lost its partner, but it remains coupled to the rest of the solid through the atom's other bonds. One would therefore expect its energy to be pushed up or down by the states behind it. How large is that push?

I take a simple solid with two kinds of atom and a gap: a chain in which site energies alternate and bonds alternate between weak and strong. Each atom carries one orbital, orbitals on different atoms are orthogonal, and only nearest neighbours are coupled. The chain is cut at a strong bond, and the site energy of the end atom is assumed not to change. In this model the push is zero.

The sites, counted from the cut, are
\[
a_0,\; b_0,\; a_1,\; b_1,\; a_2,\;\dots
\]
An $a$ site is of the same kind as the terminal atom and has orbital energy $\epsilon_T$. A $b$ site is of the partner kind and has energy $\epsilon_P$. The matrix element between $a_n$ and $b_n$ is $w$, and that between $b_n$ and $a_{n+1}$ is $s$. Both are real and nonzero unless a limit is being taken. The missing bond in front of $a_0$ was of type $s$. Cutting at a strong bond thus means $|w|<|s|$. I also write
\[
\Delta=\frac{\epsilon_T-\epsilon_P}{2},\qquad r=\frac{w}{s}.
\]

For numbers I use $\epsilon_T=1.1$ eV for silicon, $\epsilon_P=-1.1$ eV for nitrogen, $s=3.4$ eV and $w=1.0$ eV, with energies measured from the mean site energy. These are round effective parameters, chosen to give a gap near 5 eV and a level about 1.5 eV below the conduction band.

\subsection{Simplest case: no weak bond}

If $w=0$, the chain falls apart into the single atom $a_0$ and separate pairs $b_n$--$a_{n+1}$. The single atom has energy $\epsilon_T$, trivially. In a pair the amplitudes obey
\[
(E-\epsilon_T)a=s\,b,\qquad (E-\epsilon_P)b=s\,a .
\]
Multiplying the second equation by $E-\epsilon_T$ and inserting the first gives $(E-\epsilon_T)(E-\epsilon_P)=s^2$. With $x=E-\epsilon_T$, so that $E-\epsilon_P=x+2\Delta$, this becomes
\begin{equation}
x^2+2\Delta x-s^2=0 .
\label{pair}
\end{equation}
The two roots $x_\pm$ have product $x_+x_-=-s^2$. One is therefore positive and the other negative: the pair has an antibonding level above $\epsilon_T$ and a bonding level below it.

\subsection{One pair behind the terminal atom}

Now let a small $w$ couple $a_0$ to the first pair. The coupling acts on the $b$ end of the pair, so each pair level contributes in proportion to its weight on $b$. From $a=sb/x$ and $a^2+b^2=1$,
\[
b^2\left(1+\frac{s^2}{x^2}\right)=1
\quad\Longrightarrow\quad
b^2=\frac{x^2}{x^2+s^2}.
\]
Second-order perturbation theory divides the squared coupling $w^2b^2$ by $\epsilon_T-E=-x$. The shift of the terminal level is
\begin{equation}
\delta E=-w^2\left(\frac{x_+}{x_+^2+s^2}+\frac{x_-}{x_-^2+s^2}\right).
\label{push}
\end{equation}
Inserting $x_-=-s^2/x_+$ in the second term and multiplying numerator and denominator by $x_+^2/s^2$,
\[
\frac{x_-}{x_-^2+s^2}
=\frac{-s^2/x_+}{s^4/x_+^2+s^2}
=-\frac{x_+}{s^2+x_+^2}.
\]
The two terms cancel. The antibonding level pushes the terminal level down, the bonding level pushes it up, and the pushes are equal even though the two levels lie at different distances. The nearer level has proportionately less weight on the $b$ site.

For the example, \eqref{pair} gives $x=-1.1\pm\sqrt{1.1^2+3.4^2}$ eV, that is $x_+=2.47$ eV and $x_-=-4.67$ eV. Each push has magnitude $1.0^2\times2.47/(2.47^2+3.4^2)=0.14$ eV. The net zero is thus a cancellation between effects that are not small.

The three-site chain can also be solved without perturbation theory. At $E=\epsilon_T$ its equations are
\[
0=w b_0,\qquad 2\Delta\, b_0=w a_0+s a_1,\qquad 0=s b_0 .
\]
They are satisfied by $b_0=0$ and $a_1=-(w/s)a_0$. The energy $\epsilon_T$ is an eigenvalue for any size of $w$. The partner site receives contributions from its two neighbours that cancel, so it stays empty, and an electron on $a$ sites alone has energy $\epsilon_T$.

\subsection{The semi-infinite chain at the orbital energy}

For the whole chain the amplitude equations are
\begin{align}
(E-\epsilon_T)a_n&=w b_n+s b_{n-1},\label{rowa}\\
(E-\epsilon_P)b_n&=w a_n+s a_{n+1},\label{rowb}
\end{align}
for $n=0,1,2,\dots$, with
\begin{equation}
b_{-1}=0
\label{wall}
\end{equation}
to express the cut. No atom with $n=-1$ exists; the condition merely removes the absent bond from the row for $a_0$.

Set $E=\epsilon_T$. The row \eqref{rowa} for $n=0$ reads $0=w b_0$, so $b_0=0$. The row for $n=1$ then reads $0=w b_1+s b_0=w b_1$, so $b_1=0$. Repeating the argument gives $b_n=0$ for every $n$. What remains of \eqref{rowb} is
\begin{equation}
0=w a_n+s a_{n+1}
\quad\Longrightarrow\quad
a_{n+1}=-r\,a_n,\qquad a_n=(-r)^n a_0 .
\label{state}
\end{equation}
This solution is a bound state if its total weight is finite. The geometric sum
\[
\sum_{n=0}^{\infty}a_n^2=a_0^2\sum_{n=0}^{\infty}r^{2n}=\frac{a_0^2}{1-r^2}
\]
converges if and only if $|r|<1$. Normalization gives $a_0^2=1-r^2$, and the weight on the $n$th atom of the terminal kind is
\begin{equation}
p_n=(1-r^2)\,r^{2n}.
\label{weights}
\end{equation}

As $w\to0$ we have $p_0\to1$, which is the isolated atom again. As $|w|\to|s|$, $p_0\to0$: the state spreads without limit while its energy stays at $\epsilon_T$. The energy therefore carries no information about how well localized the electron is.

If the chain is cut at a weak bond instead, the first remaining bond is the stronger one. In the same notation this means $|w|>|s|$. The amplitudes \eqref{state} then grow into the chain and there is no bound state at $\epsilon_T$. In chemical terms, every atom has kept its strong partner.

A cut also leaves the piece on the other side. That piece ends on an atom of the partner kind, again with a weak bond as its first bond. Exchanging the names of the two kinds gives its dangling level: it lies at $\epsilon_P$.

In the example $r=1.0/3.4=0.294$ and $r^2=0.0865$. The weights on the first three silicon atoms are 0.913, 0.079 and 0.007. Nitrogen atoms carry none.

\subsection{No other bound state}

We still have to exclude a second bound state at some other energy. Let $E\neq\epsilon_T$. Multiply \eqref{rowb} by $E-\epsilon_T$ and use \eqref{rowa} for both $a_n$ and $a_{n+1}$:
\begin{align*}
(E-\epsilon_T)(E-\epsilon_P)b_n
&=w\,(w b_n+s b_{n-1})+s\,(w b_{n+1}+s b_n)\\
&=(s^2+w^2)b_n+sw\,(b_{n+1}+b_{n-1}).
\end{align*}
Hence
\begin{equation}
b_{n+1}+b_{n-1}=z\,b_n,\qquad
z=\frac{(E-\epsilon_T)(E-\epsilon_P)-s^2-w^2}{sw},
\label{uniform}
\end{equation}
with the wall condition $b_{-1}=0$. The alternation has disappeared: the $b$ amplitudes obey the equation of a uniform chain that ends at a hard wall.

Try $b_n\propto\lambda^n$. This requires $\lambda+1/\lambda=z$, so the two solutions are reciprocals of each other. If they differ, the combination that vanishes at $n=-1$ is
\[
b_n=C\left(\lambda^{n+1}-\lambda^{-(n+1)}\right).
\]
The energy of a bound state is real, so $z$ is real, and three cases arise.

If $|z|>2$, then $\lambda$ is real and one of $\lambda,1/\lambda$ has magnitude above one. The wall forces both into the solution, and $b_n$ grows.

If $|z|<2$, then $\lambda=e^{ik}$ with $0<k<\pi$, and $b_n\propto\sin k(n+1)$. This does not tend to zero. If the sine did become small at some large $n$, the cosine there would be close to $\pm1$, and the identity $\sin(y+k)=\sin y\cos k+\cos y\sin k$ would make the next value close to $\pm\sin k\neq0$.

If $z=\pm2$, the two solutions coincide at $\lambda=\pm1$. The solution that vanishes at the wall is $b_n\propto(n+1)(\pm1)^n$, which grows.

None of these is normalizable. The remaining possibility, $C=0$, makes all $b_n$ zero, and \eqref{rowa} with $E\neq\epsilon_T$ then makes all $a_n$ zero. Together with the previous subsection this proves the statement: for $|w|<|s|$ the semi-infinite chain has exactly one bound state and its energy is $\epsilon_T$; for $|w|\geq|s|$ it has none.

A finite chain offers a count of states. Let it end on $a_N$, so that it has $N+1$ sites of kind $a$ and $N$ of kind $b$. The far end adds a second wall, $b_N=0$, which requires $\sin k(N+1)=0$, or $k=\pi j/(N+1)$ with $j=1,\dots,N$. Since $z=2\cos k$, each $k$ gives a quadratic equation for $E$ and two energies. That makes $2N$ states, and the state at $\epsilon_T$ completes the required $2N+1$. In this finite chain it exists for either order of bond strengths, but for $|w|>|s|$ it sits at the far end. This is why the three-site chain needed no condition on $w$.

\subsection{The gap around the level}

Setting $z=2\cos k$ in \eqref{uniform} gives the bands:
\begin{equation}
(E-\epsilon_T)(E-\epsilon_P)=s^2+w^2+2sw\cos k .
\label{bands}
\end{equation}
The right side is never below $(|s|-|w|)^2$, which is positive for unequal bonds. At $E=\epsilon_T$ the left side is zero. The level therefore lies outside both bands. With the mean site energy as origin, $\epsilon_T=\Delta$ and $\epsilon_P=-\Delta$, the left side is $E^2-\Delta^2$, and the band edges facing the gap are
\begin{equation}
E_{\rm edge}=\pm\sqrt{\Delta^2+(|s|-|w|)^2}.
\label{edges}
\end{equation}
The level at $\Delta$ is separated from the nearer edge by
\begin{equation}
B=\sqrt{\Delta^2+(|s|-|w|)^2}-|\Delta| .
\label{depth}
\end{equation}
For equal site energies this reduces to $|s|-|w|$, and the level sits at midgap. For $|\Delta|\gg|s|-|w|$ it becomes $(|s|-|w|)^2/(2|\Delta|)$, a shallow level in a wide gap. For equal bond strengths $B=0$, and the level reaches the band edge at the point where it ceases to be bound.

In the example the edges are $\pm\sqrt{1.1^2+2.4^2}=\pm2.64$ eV. The gap is 5.28 eV, and the silicon level at 1.10 eV lies $B=2.64-1.10=1.54$ eV below the conduction edge.

\section{What protects the level and what moves it}

\subsection{Results carried over}

The chain $a_0,b_0,a_1,b_1,\dots$ has site energies $\epsilon_T$ on $a$ and $\epsilon_P$ on $b$, with $\Delta=(\epsilon_T-\epsilon_P)/2$. The bond $a_n$--$b_n$ is $w$, the bond $b_n$--$a_{n+1}$ is $s$, and $r=w/s$ with $|r|<1$. Its one bound state has energy $\epsilon_T$, amplitudes $a_n=(-r)^na_0$ and $b_n=0$, and weights $p_n=(1-r^2)r^{2n}$. The bands obey $(E-\epsilon_T)(E-\epsilon_P)=s^2+w^2+2sw\cos k$. The example has $\epsilon_T=1.1$ eV (silicon), $\epsilon_P=-1.1$ eV (nitrogen), $s=3.4$ eV and $w=1.0$ eV. This gives $r=0.294$, a conduction edge at 2.64 eV and a depth $B=1.54$ eV. The length of a cell, from one $a$ atom to the next, is taken as $L=0.30$ nm.

\subsection{Changes that leave the energy alone}

Let every bond have its own value, $w_n$ and $s_n$, and every partner atom its own energy. At $E=\epsilon_T$ the rows for the $a$ sites still force all $b_n$ to vanish, one after another. The partner energies multiply these zeros and drop out. The rows for the $b$ sites become
\[
w_na_n+s_na_{n+1}=0
\quad\Longrightarrow\quad
a_{n+1}=-\frac{w_n}{s_n}\,a_n .
\]
The energy remains $\epsilon_T$, provided that the products of the ratios $w_n/s_n$ fall fast enough for the state to be normalizable. Stretched bonds alter the shape of the state but not its energy. The energy can be moved by whatever acts on the $a$ atoms themselves or couples them to one another.

\subsection{A shifted terminal atom, solved in full}

The cut removes a neighbour and so changes the electrostatic potential at the end atom. Let its energy become $\epsilon_T+d$. Write $x=E-\epsilon_T$ and look for a state with $b_n=b_0\lambda^n$, $|\lambda|<1$. The rows for $a_0$ and $a_1$ give
\[
a_0=\frac{w b_0}{x-d},\qquad a_1=\frac{(w\lambda+s)b_0}{x}.
\]
The row for $b_0$, multiplied by $x/b_0$, is then
\[
x(x+2\Delta)=\frac{w^2x}{x-d}+s^2+sw\lambda .
\]
Deeper in the chain the $b$ amplitudes obey the bulk relation
\begin{equation}
x(x+2\Delta)=s^2+w^2+sw\left(\lambda+\frac1\lambda\right).
\label{bulk}
\end{equation}
Subtracting one from the other,
\[
\frac{sw}{\lambda}=\frac{w^2x}{x-d}-w^2=\frac{w^2d}{x-d}
\quad\Longrightarrow\quad x-d=r\lambda d ,
\]
so that
\begin{equation}
x=d\,(1+r\lambda).
\label{shift}
\end{equation}
As $d\to0$, $\lambda\to-r$ and the shift becomes $d(1-r^2)=d\,p_0$. The level follows the terminal atom in proportion to the weight it has there.

A rough shift of $\pm0.5$ eV gives $0.5\times0.913=0.457$ eV to first order. Numerical diagonalization of a 60-cell chain gives $+0.451$ eV and $-0.460$ eV. The asymmetry follows from \eqref{shift}. Solving it for $\lambda$ gives $-0.33$ for the upward shift and $-0.27$ for the downward one. A level raised towards the conduction band reaches further into the chain and follows the end atom less closely.

The bound state disappears into the conduction band when $\lambda=-1$. Then $x=B$, and \eqref{shift} gives $d=B/(1-r)=1.54/0.706=2.2$ eV.

\subsection{Other small terms}

For a general small change $V$ of the Hamiltonian $H$, keep the first-order terms of $(H+V)(\psi+\delta\psi)=(E+\delta E)(\psi+\delta\psi)$ and project them on $\psi$. The term containing $(H-E)\delta\psi$ vanishes because $H$ is symmetric, and
\begin{equation}
\delta E=\sum_{ij}\psi_iV_{ij}\psi_j .
\label{first}
\end{equation}

\emph{Second neighbours.} A coupling $v$ between successive $a$ atoms enters twice, once for each order of the indices:
\[
\delta E=2v\sum_{n=0}^{\infty}a_na_{n+1}
=-2vr\,(1-r^2)\sum_{n=0}^{\infty}r^{2n}=-2vr .
\]
With $v=0.2$ eV this is $-0.118$ eV; diagonalization gives $-0.125$ eV. The level moves down, yet the trap becomes shallower, because the conduction edge moves further. At $k=\pi$ the coupling lowers the effective $a$ energy to $1.1-2v=0.7$ eV. The mean of the two site energies is then $-0.2$ eV and half their difference 0.9 eV, so the edge is $-0.2+\sqrt{0.9^2+2.4^2}=2.363$ eV, a drop of 0.277 eV. The depth becomes $2.363-0.975=1.39$ eV. The sign of $v$ matters: for $v=-0.2$ eV the level and the edge both rise, and the depth grows to 1.72 eV.

\emph{Disorder.} Give the $a$ sites independent energy errors of standard deviation $\sigma$. By \eqref{first} the level moves by the average of these errors with weights $p_n$, and its variance is
\[
\sigma^2\sum_{n=0}^{\infty}p_n^2
=\sigma^2\frac{(1-r^2)^2}{1-r^4}
=\sigma^2\,\frac{1-r^2}{1+r^2}.
\]
For $\sigma=0.2$ eV the levels spread by $0.2\sqrt{0.913/1.087}=0.18$ eV. The compact state averages over little more than one atom and passes on nearly all of the disorder.

\emph{Finite length.} If the chain stops on a $b$ atom, the last row demands $w a_n=0$ for an amplitude that is small but not zero. The energy is then no longer exactly $\epsilon_T$. For four cells, about 1.2 nm, diagonalization gives a shift of 0.25 meV, far below the second-neighbour and disorder terms above.

\emph{Electric field.} Let a field $F$ lower the electron's energy by $qFLn$ on atom $a_n$, where $q$ is the elementary charge. The mean cell number is
\[
\sum_{n=0}^{\infty}n\,p_n=(1-r^2)\frac{r^2}{(1-r^2)^2}=\frac{r^2}{1-r^2},
\]
because $\sum_n n y^n=y/(1-y)^2$. Relative to the terminal atom,
\[
\delta E=-qFL\,\frac{r^2}{1-r^2}.
\]
At 5 MV/cm, which is 0.5 V/nm, this is $-0.5\times0.30\times0.0947=-0.014$ eV. The quadratic term, from a numerical second difference of the level with the $b$ atoms placed midway, is $-0.0006$ eV. The field hardly moves the level, but it opens a way out.

\subsection{Escape by field and by heat}

Inside the gap waves decay. With $sw>0$, as here, set $\lambda=-e^{-\kappa L}$ in \eqref{bulk}. Since $\lambda+1/\lambda=-2\cosh\kappa L$,
\begin{equation}
\cosh\kappa L=\frac{s^2+w^2-(E-\epsilon_T)(E-\epsilon_P)}{2sw}.
\label{kappa}
\end{equation}
At $E=\epsilon_T$ the right side is $\tfrac12(s/w+w/s)$, so $\kappa L=\ln(s/w)$, which reproduces the bound state's own decay. The amplitude falls by a factor $e$ over $0.30/\ln3.4=0.245$ nm. At the band edge $\kappa=0$.

In a uniform field the electron's energy relative to the local bands rises by $qF\,dx$ over a distance $dx$. The semiclassical probability of crossing the tilted gap is $e^{-S}$ with
\begin{equation}
S=2\int\kappa\,dx=\frac{2}{qF}\int_{\epsilon_T}^{\epsilon_T+B}\kappa(E)\,dE .
\label{exponent}
\end{equation}
Numerical integration gives $S=18.4$ at 5 MV/cm. With an assumed rate of $10^{13}$ attempts per second, the emission time would be $e^{18.4}/10^{13}$ s, about $10^{-5}$ s. That rate is typical of atomic vibrations and is too low for an electron in this chain. If the field acts over 12 to 22 cells and the bands are flat beyond them, the Green function of the chain gives the level a width between $1.2\times10^{-8}$ and $1.5\times10^{-8}$ eV, depending on the number of cells. The lifetime, $\hbar$ divided by this width, is about $5\times10^{-8}$ s, which corresponds to some $2\times10^{15}$ attempts per second. In such a write field the bound state is a resonance with a finite life. The field has to end for this to hold: in an unending tilt the electron would be turned back at the top of the model's single conduction band. At 1 MV/cm the exponent is five times larger, 92. The barrier would then be $1.54/0.1=15$ nm long, more than the thickness of a typical nitride storage film, so escape would also involve the adjoining layers, which this model leaves out.

Thermal emission over the depth $B$ takes roughly $t=10^{-13}\,{\rm s}\times e^{B/k_BT}$, with $k_B$ the Boltzmann constant. The prefactor is again an assumption. For thermal escape, unlike tunnelling, $10^{13}$ per second is a reasonable scale: it is of the same order as $k_BT/h=7.5\times10^{12}$ per second at 85~$^\circ$C, with $h$ the Planck constant, which is the upper limit for thermal escape into a single chain. At 85~$^\circ$C, or 358 K, $k_BT=0.0309$ eV, the exponent is 49.9 and $t=4.7\times10^{8}$ s, about 15 years; with the limit $k_BT/h$ as prefactor it is 20 years. The exponential makes this figure fragile. The second-neighbour term above reduces $B$ by 0.152 eV, and thereby shortens the time by a factor $e^{0.152/0.0309}\approx140$.

\subsection{The second electron}

The level $\epsilon_T$ is a one-electron energy. A neutral dangling orbital already holds one electron, so a captured electron is the second and is repelled by the first. As a rough measure, spread each charge over a shell of radius $R=0.3$ nm. The potential on the shell due to the first electron gives a repulsion
\[
U=\frac{q^2}{4\pi\varepsilon_0K_\infty R}=\frac{1.44\ {\rm eV\,nm}}{4\times0.3\ {\rm nm}}=1.2\ {\rm eV},
\]
where $K_\infty=4$ is the assumed relative permittivity of the electrons alone. The ions then respond as well. The defect was neutral before the capture, so they respond to one net charge. The field energy of one charged shell is $q^2/(8\pi\varepsilon_0KR)$, so raising the permittivity from $K_\infty$ to an assumed static value $K_s=7$ releases
\[
\frac{q^2}{8\pi\varepsilon_0R}\left(\frac1{K_\infty}-\frac1{K_s}\right)=2.4\ {\rm eV}\times0.107=0.26\ {\rm eV}.
\]
On this estimate the second electron is bound by $1.54-1.20+0.26=0.60$ eV. The thermal formula then gives tens of microseconds instead of years. The repulsion and the response of the ions both scale as $1/R$, and $R$ is a guess. Since the state has 91\% of its weight on one atom, $R$ may well be smaller. Below $R=0.18$ nm the net cost exceeds $B$. The subtraction treats the state as rigid, however, and so overstates the loss of binding. If the net cost of 0.94 eV is instead applied as a shift $d$ of the end atom, the state spreads as in \eqref{shift}, the depth is 0.71 eV and the thermal time is near a millisecond. Binding is then lost only when $d$ reaches 2.2 eV, at about $R=0.13$ nm. The exact result for $\epsilon_T$ therefore does not fix the energy of a stored charge, or even whether the charge is held.

\subsection{Where the order of orbitals matters}

Real nitride does not have alternating bond lengths along a chain. A better reason for two coupling strengths is that two hybrid orbitals facing each other across a bond couple strongly, whereas two hybrids on the same atom couple weakly. A path through the solid then visits the orbitals in the order
\[
{\rm Si}\overset{w}{-}{\rm Si}\overset{s}{-}{\rm N}\overset{w}{-}{\rm N}\overset{s}{-}{\rm Si}\overset{w}{-}{\rm Si}\overset{s}{-}\cdots
\]
The site energies now alternate in pairs. Number the amplitudes $c_0,c_1,\dots$ from the dangling hybrid and try $E=\epsilon_T$ again. The first five rows are
\begin{align*}
0&=w c_1, & 0&=w c_0+s c_2, & 2\Delta c_2&=s c_1+w c_3,\\
2\Delta c_3&=w c_2+s c_4, & 0&=s c_3+w c_5 . &&
\end{align*}
They give in turn $c_1=0$, $c_2=-(w/s)c_0$, $c_3=-(2\Delta/s)c_0$ and $c_5=-(s/w)c_3=(2\Delta/w)c_0$. In a periodic chain a decaying solution repeats itself from one period to the next up to a constant factor. Here the period is four orbitals, so $c_1=0$ would require $c_5=0$. That fails unless $\Delta=0$. For unequal site energies the level cannot lie at $\epsilon_T$.

The size of the shift follows from the first Si--N pair behind the dangling hybrid. At $E=\epsilon_T+x$ its amplitudes, driven by $wc_0$, obey
\[
x c_1=w c_0+s c_2,\qquad (x+2\Delta)c_2=s c_1 .
\]
Eliminating $c_2$ gives
\[
c_1=\frac{w\,(x+2\Delta)}{x(x+2\Delta)-s^2}\,c_0 .
\]
For a small shift we may set $x=0$ on the right, which gives $c_1\approx-(2\Delta w/s^2)c_0$. The row of the dangling hybrid, $x c_0=w c_1$, then yields
\[
x\approx-\frac{2\Delta w^2}{s^2}=-2.2\times0.0865=-0.19\ {\rm eV}.
\]
The dangling hybrid now touches the silicon end of the pair, and the two pushes no longer cancel. Diagonalizing a long chain gives a level at 0.93 eV, a shift of $-0.17$ eV. The conduction edge of this chain, from its periodic Hamiltonian, is 2.57 eV, and the depth is 1.64 eV.

\subsection{Beside real silicon nitride}

Amorphous silicon nitride has a gap of roughly 5 eV, and trap depths of roughly 1 to 2 eV have been inferred for it. The example falls in these ranges because its parameters were chosen to do so; this is no evidence for the model. The site-energy difference of 2.2 eV is well below the difference of several eV between silicon and nitrogen valence $p$ orbitals, and should be read as an effective value. Real nitride breaks the assumption of strictly alternating orbitals, which moves the level by about 0.2 eV in the chain of hybrids. That chain has one back bond per atom. On a branched lattice without rings, with three back hybrids on silicon and two on nitrogen and the same parameters, the level drops by 0.35 eV for $w=+1$ eV and by 0.54 eV for $w=-1$ eV. The band edges move as well, and in the second case the depth is only about 0.7 eV. Disorder and an altered end atom move it by 0.2 to 0.5 eV for the sizes assumed above. Among these estimates the largest correction is the repulsion of a second electron, about 1 eV for the assumed radius of 0.3 nm and more for a smaller one. That figure leaves out the local rearrangement of bonds at the defect, which can outweigh the repulsion: the silicon dangling bond in nitride is reported to have a negative effective repulsion. The chain establishes that coupling to the solid behind a broken bond need not shift the dangling level; it does not establish which defect holds the charge in a memory cell.

All numerical values are calculated from the stated model.
